# Energy of ideal diamond silicon in the Stillinger-Weber model: verification in Python

```python
"""Stillinger-Weber silicon: the ideal diamond lattice has energy -2 epsilon
per atom, and its three-body energy is zero.

Reduced units: length sigma, energy epsilon.
  pair term   f2(r) = A (B/r^4 - 1) exp(1/(r-a)),              r < a
  three-body  h = lambda exp(g/(r-a) + g/(r'-a)) (cos + 1/3)^2, r, r' < a
where cos belongs to the angle at the vertex atom, r and r' are its legs,
a is the cutoff and g is the decay parameter gamma.
r0 = 2^(1/6) is the bond length at the bottom of the pair well.
Lattice energies are found by enumerating periodic neighbours.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

A, B, CUT, LAM, GAM = 7.049556277, 0.6022245584, 1.80, 21.0, 1.20
EPS_EV, SIGMA_NM = 2.168, 0.2095      # silicon model parameters, rounded
MASS_U, TEMP = 28.09, 300.0           # silicon atomic mass, temperature
COHESIVE_ROUGH = 4.6                  # rough measured size, eV per atom
R0 = 2 ** (1 / 6)


def f2(r):
    """Pair energy for r below the cutoff."""
    return A * (B / r**4 - 1) * np.exp(1 / (r - CUT))


def neighbours(lattice, basis, i, span=3, reach=CUT):
    """Vectors, distances and atom indices of neighbours of atom i."""
    cells = np.array(list(product(range(-span, span + 1), repeat=3)))
    shifts = cells @ lattice
    vec = (basis[None] + shifts[:, None] - basis[i]).reshape(-1, 3)
    dist = np.linalg.norm(vec, axis=1)
    keep = np.flatnonzero((dist > 1e-9) & (dist < reach))
    return vec[keep], dist[keep], keep % len(basis)


def energies(lattice, basis, span=3):
    """Pair and three-body energy per atom by direct enumeration."""
    pair = three = 0.0
    for i in range(len(basis)):
        vec, dist, _ = neighbours(lattice, basis, i, span)
        pair += 0.5 * np.sum(f2(dist))
        unit = vec / dist[:, None]
        weight = np.exp(GAM / (dist - CUT))
        j, k = np.triu_indices(len(dist), 1)
        cosine = np.sum(unit[j] * unit[k], axis=1)
        three += LAM * np.sum(weight[j] * weight[k] * (cosine + 1 / 3)**2)
    return pair / len(basis), three / len(basis)


def diamond(bond, reps=1):
    """Cubic diamond cell repeated reps times along each axis."""
    edge = 4 * bond / np.sqrt(3)
    fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    motif = np.vstack([fcc, fcc + 0.25])
    cells = np.array(list(product(range(reps), repeat=3)))
    basis = (cells[:, None] + motif[None]).reshape(-1, 3) * edge
    return np.eye(3) * edge * reps, basis


# Pair well: derived constants against the published ones, numerical minimum
B_derived = R0**5 / (R0 + 4 * (CUT - R0)**2)
A_derived = np.exp(1 / (CUT - R0)) / (1 - B_derived / R0**4)
assert abs(A_derived / A - 1) < 1e-8 and abs(B_derived / B - 1) < 1e-8
well = minimize_scalar(f2, bounds=(0.9, 1.7), method="bounded",
                       options={"xatol": 1e-10})
assert abs(well.x - R0) < 1e-6 and abs(well.fun + 1) < 1e-8
r_grid = np.linspace(0.8, 1.75, 2000)
slope_signs = np.sign(np.diff(f2(r_grid)))
assert np.count_nonzero(np.diff(slope_signs)) == 1   # one stationary point

# Geometry and energy of the ideal crystal
lat, bas = diamond(R0)
vec1, dist1, _ = neighbours(lat, bas, 0)
unit1 = vec1 / dist1[:, None]
ju, ku = np.triu_indices(len(dist1), 1)
cosines = np.sum(unit1[ju] * unit1[ku], axis=1)
assert len(dist1) == 4 and np.allclose(dist1, R0)
assert len(cosines) == 6 and np.allclose(cosines, -1 / 3, atol=1e-12)
vec_far, dist_far, _ = neighbours(lat, bas, 0, reach=1.9)
second = dist_far > 1.01 * R0
r2 = dist_far[second].min()
assert np.count_nonzero(second) == 12
assert abs(r2 - np.sqrt(8 / 3) * R0) < 1e-12 and r2 > CUT
gap = r2 - CUT
pair0, three0 = energies(lat, bas)
assert abs(pair0 + 2) < 1e-8 and three0 < 1e-20

# Uniform change of bond length, including second neighbours in range
bonds = np.linspace(0.90, 1.70, 81)
scan = np.array([energies(*diamond(b)) for b in bonds])
total_scan = scan.sum(axis=1)
assert total_scan.min() > -2 - 1e-8
assert abs(bonds[total_scan.argmin()] - R0) < 0.011
isolated_bonds = bonds * np.sqrt(8 / 3) > CUT
assert scan[isolated_bonds, 1].max() < 1e-20
assert scan[bonds < 1.0, 1].min() > 1e-3

# Stretch of one cubic axis: enumeration against the closed formula
stretch = 1.02
strain = np.diag([1, 1, stretch])
pair_s, three_s = energies(lat @ strain, bas @ strain)
r_s = R0 * np.sqrt((2 + stretch**2) / 3)
three_formula = (16 / 3 * LAM * np.exp(2 * GAM / (r_s - CUT))
                 * (stretch**2 - 1)**2 / (stretch**2 + 2)**2)
assert abs(three_s / three_formula - 1) < 1e-9

# Ideal hexagonal diamond
a_hex, c_hex = np.sqrt(8 / 3) * R0, 8 / 3 * R0
lat_hex = np.array([[a_hex, 0, 0],
                    [-a_hex / 2, a_hex * np.sqrt(3) / 2, 0], [0, 0, c_hex]])
frac_hex = np.array([[1/3, 2/3, 0], [2/3, 1/3, 1/2],
                     [1/3, 2/3, 3/8], [2/3, 1/3, 7/8]])
pair_hex, three_hex = energies(lat_hex, frac_hex @ lat_hex)
assert abs(pair_hex + 2) < 1e-8 and three_hex < 1e-20

# Face-centred cubic crystal, with and without the three-body term
fcc_axes = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)
fcc_pair_r0 = energies(fcc_axes * R0, np.zeros((1, 3)))[0]
fcc_bonds = np.linspace(1.0, 1.7, 141)
fcc_total = np.array([sum(energies(fcc_axes * b, np.zeros((1, 3))))
                      for b in fcc_bonds])
fcc_best = fcc_total.min()
assert fcc_pair_r0 < -6 + 1e-8 and fcc_best > -2

# Harmonic matrix: squares of bond stretches and of cosine changes
box, atoms = diamond(R0, 3)
n_atoms = len(atoms)
bond_rows, angle_rows = [], []
for i in range(n_atoms):
    vec, dist, idx = neighbours(box, atoms, i, span=1)
    unit = vec / dist[:, None]
    for p in range(4):
        if idx[p] > i:
            row = np.zeros((n_atoms, 3))
            row[idx[p]] += unit[p]
            row[i] -= unit[p]
            bond_rows.append(row.ravel())
        for q in range(p + 1, 4):
            c = unit[p] @ unit[q]
            grad_p = (unit[q] - c * unit[p]) / dist[p]
            grad_q = (unit[p] - c * unit[q]) / dist[q]
            row = np.zeros((n_atoms, 3))
            row[idx[p]] += grad_p
            row[idx[q]] += grad_q
            row[i] -= grad_p + grad_q
            angle_rows.append(row.ravel())
J_bond, J_angle = np.array(bond_rows), np.array(angle_rows)
inv = 1 / (R0 - CUT)
curvature = A * np.exp(inv) * (20 * B / R0**6 + 8 * B / R0**5 * inv**2
                               + (B / R0**4 - 1) * (inv**4 + 2 * inv**3))
angle_weight = LAM * np.exp(2 * GAM * inv)
hessian = (curvature * J_bond.T @ J_bond
           + 2 * angle_weight * J_angle.T @ J_angle)

# Test of the harmonic matrix and of the local lower bound
rng = np.random.default_rng(7)
move = 1e-3 * rng.standard_normal((n_atoms, 3))
e_plus = sum(energies(box, atoms + move, span=1))
e_minus = sum(energies(box, atoms - move, span=1))
e_rest = sum(energies(box, atoms, span=1))
direct = n_atoms * (e_plus + e_minus - 2 * e_rest)
harmonic = move.ravel() @ hessian @ move.ravel()
assert abs(direct / harmonic - 1) < 1e-3
kick = rng.standard_normal((n_atoms, 3))
kick *= 0.49 * gap / np.linalg.norm(kick, axis=1)[:, None]
shaken = atoms + kick
assert all(len(neighbours(box, shaken, i, span=1)[1]) == 4
           for i in range(n_atoms))
e_shaken = sum(energies(box, shaken, span=1))
assert e_shaken > -2

# Quantum harmonic vibrations in physical units
eigval, modes = np.linalg.eigh(hessian)
assert np.max(np.abs(eigval[:3])) < 1e-8 and eigval[3] > 1e-2
eps_J, sigma_m = EPS_EV * const.e, SIGMA_NM * 1e-9
mass = MASS_U * const.atomic_mass
omega = np.sqrt(eigval[3:] * eps_J / (mass * sigma_m**2))
coth = 1 / np.tanh(const.hbar * omega / (2 * const.k * TEMP))
zero_point = np.sum(const.hbar * omega / 2) / n_atoms / const.e
vib_energy = np.sum(const.hbar * omega / 2 * coth) / n_atoms / const.e
vec_b, dist_b, idx_b = neighbours(box, atoms, 0, span=1, reach=1.9)
pick = np.flatnonzero(dist_b > 1.01 * R0)[0]
probe = np.zeros((n_atoms, 3))
probe[idx_b[pick]] = vec_b[pick] / dist_b[pick]
probe[0] = -vec_b[pick] / dist_b[pick]
overlap = probe.ravel() @ modes[:, 3:]
spread_m = np.sqrt(np.sum(overlap**2 * const.hbar / (2 * mass * omega) * coth))
spread = spread_m / sigma_m


# Energy leaking in when second neighbours fluctuate into range
def gaussian(r):
    return np.exp(-(r - r2)**2 / (2 * spread**2)) / (
        spread * np.sqrt(2 * np.pi))


low = r2 - 8 * spread
inside = quad(gaussian, low, CUT)[0]
leak_pair = 6 * quad(lambda r: f2(r) * gaussian(r), low, CUT)[0]
unit2 = vec_far[second] / dist_far[second][:, None]
angle_sum = np.sum((unit2 @ unit1.T + 1 / 3)**2)
leak_three = (LAM * np.exp(GAM * inv) * angle_sum
              * quad(lambda r: np.exp(GAM / (r - CUT)) * gaussian(r),
                     low, CUT)[0])
energy_eV = (pair0 + three0) * EPS_EV


def show(label, value, unit="", digits=".4f"):
    print(f"{label}: {value:{digits}} {unit}".rstrip())


show("input epsilon", EPS_EV, "eV", ".3f")
show("input sigma", SIGMA_NM, "nm")
show("input cutoff a", CUT, "sigma", ".2f")
show("input lambda", LAM, "", ".1f")
show("input gamma", GAM, "", ".2f")
show("input atomic mass", MASS_U, "u", ".2f")
show("input temperature", TEMP, "K", ".0f")
show("published A", A, "", ".9f")
show("derived A", A_derived, "", ".9f")
show("published B", B, "", ".10f")
show("derived B", B_derived, "", ".10f")
show("bond length r0", R0, "sigma", ".6f")
show("numerical pair minimum position", well.x, "sigma", ".6f")
show("numerical pair minimum energy", well.fun, "epsilon", ".8f")
show("neighbours inside cutoff", len(dist1), "", "d")
show("angles at each atom", len(cosines), "", "d")
show("cosine of bond angle", cosines.mean(), "", ".6f")
show("bond angle", np.degrees(np.arccos(cosines.mean())), "degrees", ".3f")
show("second-neighbour distance", r2, "sigma", ".5f")
show("gap from cutoff to second neighbours", gap, "sigma", ".5f")
show("same gap", gap * SIGMA_NM, "nm", ".5f")
show("smallest bond with second neighbours outside",
     CUT / np.sqrt(8 / 3), "sigma", ".5f")
show("diamond pair energy per atom", pair0, "epsilon", ".8f")
show("diamond three-body energy per atom", three0, "epsilon", ".1e")
show("silicon bond length", R0 * SIGMA_NM, "nm")
show("silicon lattice constant", lat[0, 0] * SIGMA_NM, "nm")
show("silicon energy per atom", energy_eV, "eV", ".3f")
show("axis stretch factor s", stretch, "", ".2f")
show("stretched pair energy per atom", pair_s, "epsilon", ".6f")
show("stretched three-body, enumerated", three_s, "epsilon", ".4e")
show("stretched three-body, formula", three_formula, "epsilon", ".4e")
show("hexagonal diamond energy per atom", pair_hex + three_hex,
     "epsilon", ".8f")
show("fcc pair energy alone at r0, per atom", fcc_pair_r0, "epsilon", ".3f")
show("fcc best full energy per atom", fcc_best, "epsilon", ".3f")
show("fcc bond length at that energy", fcc_bonds[fcc_total.argmin()],
     "sigma", ".3f")
show("displacement of each atom in shaken crystal", 0.49 * gap,
     "sigma", ".5f")
show("shaken crystal energy per atom", e_shaken, "epsilon", ".5f")
show("pair curvature at r0", curvature, "epsilon/sigma^2", ".3f")
show("weight of squared cosine change", angle_weight, "epsilon", ".4f")
show("atoms in vibration cell", n_atoms, "", "d")
show("direct over harmonic energy change", direct / harmonic, "", ".6f")
show("zero-point energy per atom", zero_point, "eV", ".3f")
show("vibrational energy per atom at 300 K", vib_energy, "eV", ".3f")
show("second-neighbour distance spread at 300 K", spread * SIGMA_NM,
     "nm", ".4f")
show("fraction of second neighbours inside cutoff", inside, "", ".2f")
show("leaked pair energy per atom", leak_pair * EPS_EV, "eV", ".1e")
show("leaked three-body energy per atom", leak_three * EPS_EV, "eV", ".1e")
show("rough measured cohesive energy (input)", COHESIVE_ROUGH, "eV", ".1f")
show("rough shortfall of model binding", COHESIVE_ROUGH + energy_eV,
     "eV", ".1f")
print("checks complete")
```

It prints:

```
input epsilon: 2.168 eV
input sigma: 0.2095 nm
input cutoff a: 1.80 sigma
input lambda: 21.0
input gamma: 1.20
input atomic mass: 28.09 u
input temperature: 300 K
published A: 7.049556277
derived A: 7.049556277
published B: 0.6022245584
derived B: 0.6022245584
bond length r0: 1.122462 sigma
numerical pair minimum position: 1.122462 sigma
numerical pair minimum energy: -1.00000000 epsilon
neighbours inside cutoff: 4
angles at each atom: 6
cosine of bond angle: -0.333333
bond angle: 109.471 degrees
second-neighbour distance: 1.83297 sigma
gap from cutoff to second neighbours: 0.03297 sigma
same gap: 0.00691 nm
smallest bond with second neighbours outside: 1.10227 sigma
diamond pair energy per atom: -2.00000000 epsilon
diamond three-body energy per atom: 4.5e-32 epsilon
silicon bond length: 0.2352 nm
silicon lattice constant: 0.5431 nm
silicon energy per atom: -4.336 eV
axis stretch factor s: 1.02
stretched pair energy per atom: -1.998830 epsilon
stretched three-body, enumerated: 5.5011e-04 epsilon
stretched three-body, formula: 5.5011e-04 epsilon
hexagonal diamond energy per atom: -2.00000000 epsilon
fcc pair energy alone at r0, per atom: -6.173 epsilon
fcc best full energy per atom: -1.817 epsilon
fcc bond length at that energy: 1.400 sigma
displacement of each atom in shaken crystal: 0.01616 sigma
shaken crystal energy per atom: -1.99523 epsilon
pair curvature at r0: 20.879 epsilon/sigma^2
weight of squared cosine change: 0.6079 epsilon
atoms in vibration cell: 216
direct over harmonic energy change: 1.000002
zero-point energy per atom: 0.071 eV
vibrational energy per atom at 300 K: 0.101 eV
second-neighbour distance spread at 300 K: 0.0081 nm
fraction of second neighbours inside cutoff: 0.20
leaked pair energy per atom: -5.5e-06 eV
leaked three-body energy per atom: 1.7e-06 eV
rough measured cohesive energy (input): 4.6 eV
rough shortfall of model binding: 0.3 eV
checks complete
```
